# Profile and centre of the 1s–2p line in one-electron ions, part 2

A one-electron ion (point, infinitely heavy nucleus of charge $Z$) in its $1s$ state scatters one photon of frequency $\omega=ck$ near the $1s$–$2p$ line. The coupling $V=-\mathbf d\cdot\mathbf E$ is electric dipole, and spin is ignored until part (f). The $p$ states ($m=0$) have energies $E_n$ and real dipoles $d_n=\langle n|d_z|1s\rangle$, with $d$ for $2p$. Here $\alpha$ is the fine-structure constant and $\alpha(\omega)$ the polarizability.

For polarizations $\boldsymbol\epsilon\to\boldsymbol\epsilon'$, the amplitude $f$ and cross section $\sigma$ are
$$f=\frac{3}{2k}\,t\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon,\qquad\sigma=\frac{6\pi}{k^2}|t|^2 .$$
With one open channel, the Heitler equation gives a real $K$ and phase $\delta$:
$$t=\frac K{1-iK},\qquad S=\frac{1+iK}{1-iK}=e^{2i\delta},\qquad K=\tan\delta .$$
Part (d) found $K(\omega)=\frac{k^3\alpha(\omega)}{6\pi\varepsilon_0}$ and, with $x=\omega-\omega_0$ counted from the pole of $K$ (the Lamb-shifted $\omega_0$),
$$K=-\frac\Gamma{2x}+b+O\Big(\frac{\Gamma x}{\omega_0^2}\Big),\qquad b=\frac{\Gamma}{2\omega_0}(C-3),\qquad C=\frac{\hbar\omega_0\,\alpha_{nr}}{d^2}.$$
Here $\Gamma$ is the full width, $\alpha(\omega)=-d^2/\hbar x+\alpha_{nr}+O(x)$, and $C=2.90539$. The scale of the shifts is
$$s\equiv\frac{\Gamma^2}{4\omega_0}=\Big(\frac23\Big)^{17}\alpha^2(Z\alpha)^6\frac{mc^2}{\hbar}.$$
The complex pole of the atomic propagator is the same for every process through the level.

The numerical model of part (c) has no crossed diagram. Its levels lie at $1.0$ and $1.5$ in an energy unit u, with $d_n^2\to0.004,\,0.006$ ($c^2$ in the table), $F=w^3e^{-w^2}$ for photon energy $w$, and self-energy $\Sigma_{nm}=d_nd_m\int F\,dw/(E+i0-w)$. In the table, "Born radius" is the spectral radius of the series in $V$, $S_{\rm box}$ comes from a discretized continuum, $S_{\rm Dyson}$ from the full matrix $\Sigma$, and "diagonal-only" drops the off-diagonal $\Sigma_{nm}$. The model's $\eta$ is $\pi Fd_n^2/(E_n-E)$ for the upper level.

**(e) Find, to order $s$, the real part of the pole, the maximum of $\omega^p\sigma$, and the midpoint of the half-maximum points of $\sigma$.**

*Solution.* The pole of $t$ lies at $K=-i$. Then $\Gamma/2x=b+i$, and
$$x_{\rm pole}=\frac{\Gamma}{2(b+i)}=\frac\Gamma2\,\frac{b-i}{1+b^2}\approx\frac{b\Gamma}2-\frac{i\Gamma}2,\qquad\operatorname{Re}x_{\rm pole}=s(C-3).$$
In the model, where $b=0.00916515$ and $\Gamma=0.00941181$ u are taken from the curvature and slope of $\cot\delta$, this predicts $4.313\times10^{-5}$ u against $4.315\times10^{-5}$ u from complex scaling.

For the maximum, $\cot\delta=1/K=-2x/\Gamma-4bx^2/\Gamma^2+\dots$ vanishes at $x=0$ whatever $b$ is. This uses the single open channel: $\sin^2\delta$ reaches its bound 1 exactly at the pole of $K$. Only the prefactor moves the maximum. Near $x=0$, $\ln(\omega^p\sigma)=\text{const}+(p-2)x/\omega_0-4x^2/\Gamma^2$, and setting the derivative to zero gives
$$x_{\max}=\frac{(p-2)\Gamma^2}{8\omega_0}=\frac{p-2}2\,s .$$
The case $p=0$ is the count rate at fixed photon flux, $x_{\max}=-s$. At fixed intensity the photon flux is proportional to $1/\omega$, so $p=-1$ and $x_{\max}=-3s/2$.

For the half maximum, the peak height changes only in second order, so the two first-order effects add. First, $\sin^2\delta=\frac12$ means $K=\pm1$, giving $x=-\Gamma/[2(\pm1-b)]$, that is $-\frac\Gamma2(1+b)$ and $+\frac\Gamma2(1-b)$; both points move by $-b\Gamma/2$. Second, at $x=\pm\Gamma/2$ the factor $1-2x/\omega_0$ changes the value $\frac12$ by $\mp\Gamma/2\omega_0$, while the slope of $1/(1+4x^2/\Gamma^2)$ there is $\mp1/\Gamma$; restoring the value needs a displacement $-\Gamma^2/2\omega_0=-2s$ at both points. Hence $x_{\rm mid}=-b\Gamma/2-2s$. Relative to the pole,
$$x_{\max}-\operatorname{Re}x_{\rm pole}=-s(C-2),\qquad x_{\rm mid}-\operatorname{Re}x_{\rm pole}=-2s(C-2).$$
The first result also follows from a pole term plus a constant background. With $x'$ counted from the pole and $\beta=\hbar\alpha_{nr}/d^2=C/\omega_0$,
$$\omega^4\Big|\frac1{-x'-i\Gamma/2}+\beta\Big|^2\approx\omega^4\,\frac{1-2\beta x'}{x'^2+\Gamma^2/4},$$
whose logarithmic derivative $4/\omega_0-2\beta-8x'/\Gamma^2$ vanishes at $x'=(2-C)\Gamma^2/4\omega_0$. Interference with the nonresonant terms thus shifts the maximum relative to the complex pole, not relative to the pole of $K$; dropping the $\omega^4$ would give $-sC$, wrong by $2s$. The program finds pole, maxima and half-maximum points of the unexpanded $K(\omega)$ by root finding and confirms these formulas to $10^{-9}$ relative.

**(f) Add electron spin, with $2p_{3/2}$ a frequency $\Delta\gg\Gamma$ above $2p_{1/2}$. For linear polarization $\boldsymbol\epsilon$, an unpolarized ion, and a polarization-blind detector at angle $\theta$ from $\boldsymbol\epsilon$, find the cross section and both maxima.**

*Solution.* The photon channel carries angular momentum 1 and the ground state spin $\frac12$, so the Heitler equation separates into $J=\frac12$ and $J=\frac32$, each one channel, with amplitudes $t_1$ and $t_3$. Since $V$ does not act on spin, both have the same $\Gamma$ up to relative order $(Z\alpha)^2$ and the same $b$ up to terms of order $(Z\alpha)^2\Gamma/\omega_0$, and $K_J=-\Gamma/[2(\omega-\omega_J)]+b$. The operator $P_{ij}=\sigma_i\sigma_j/3$ on (vector)$\otimes$(spin) is rotationally invariant, satisfies $P^2=P$ because $\sum_j\sigma_j\sigma_j=3$, and has trace 2, so it projects on $J=\frac12$. With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
$$T_{ij}=t_1P_{ij}+t_3(\delta_{ij}-P_{ij})=\frac{t_1+2t_3}3\,\delta_{ij}+\frac{t_1-t_3}3\,i\epsilon_{ijk}\sigma_k ,$$
and $f=(3/2k)\,\epsilon'_iT_{ij}\epsilon_j$ for real polarization vectors. Averaging over initial and summing over final spin is $\frac12\operatorname{tr}f^\dagger f$; cross terms vanish since $\operatorname{tr}\sigma_k=0$. The polarization sums are $\sum(\boldsymbol\epsilon'\cdot\boldsymbol\epsilon)^2=\sin^2\theta$ and $\sum|\boldsymbol\epsilon'\times\boldsymbol\epsilon|^2=2-\sin^2\theta=1+\cos^2\theta$. Thus $4k^2d\sigma/d\Omega=\sin^2\theta|t_1+2t_3|^2+(1+\cos^2\theta)|t_1-t_3|^2$. The coefficient of $|t_1|^2$ is 2, that of $|t_3|^2$ is $4\sin^2\theta+1+\cos^2\theta=5-3\cos^2\theta$, and that of $\operatorname{Re}t_1t_3^*$ is $4\sin^2\theta-2-2\cos^2\theta=-4P_2(\cos\theta)$, with $P_2=(3\cos^2\theta-1)/2$:
$$\frac{d\sigma}{d\Omega}=\frac{2|t_1|^2+(5-3\cos^2\theta)|t_3|^2-4P_2\operatorname{Re}t_1t_3^*}{4k^2},\qquad\sigma=\frac\pi{k^2}\big(2|t_1|^2+4|t_3|^2\big).$$
The angular average of $P_2$ is zero, so different $J$ do not interfere in the total cross section. The program checks both formulas against Clebsch–Gordan sums and the optical theorem.

Near a resonance, $t=1/(\cot\delta-i)$ with $\cot\delta=-2x/\Gamma$ gives $\operatorname{Re}t\approx-2x/\Gamma$ and $|t|^2\approx1-4x^2/\Gamma^2$, where $x$ is counted from that level's $K$ pole. The other amplitude is nearly real: $t_3\approx+\eta$ at $2p_{1/2}$ and $t_1\approx-\eta$ at $2p_{3/2}$, now with $\eta=\Gamma/2\Delta$. The stationarity conditions are $-16x/\Gamma^2+8P_2\eta/\Gamma=0$ and $-8(5-3\cos^2\theta)x/\Gamma^2-8P_2\eta/\Gamma=0$, so at leading order in $\Gamma/\Delta$
$$x_{1/2}=P_2\,\frac{\Gamma^2}{4\Delta},\qquad x_{3/2}=-\frac{P_2\,\Gamma^2}{2\Delta(5-3\cos^2\theta)} .$$
At the magic angle $\cos^2\theta=\frac13$ ($54.736^\circ$) the differential cross section of the electric-dipole model is proportional to the total one. What remains is the slope of the neighbour's tail, $|t_3|^2\approx\Gamma^2/4(\Delta-x)^2$ with slope $+\Gamma^2/2\Delta^3$, or $|t_1|^2\approx\Gamma^2/4(\Delta+x)^2$ with slope $-\Gamma^2/2\Delta^3$, and the factor $k^{-2}$ with logarithmic slope $-2/\omega_0$. The conditions $-16x/\Gamma^2+2\Gamma^2/\Delta^3-4/\omega_0=0$ and $-32x/\Gamma^2-\Gamma^2/\Delta^3-8/\omega_0=0$ give
$$x_{1/2}=\frac{\Gamma^4}{8\Delta^3}-s,\qquad x_{3/2}=-\frac{\Gamma^4}{32\Delta^3}-s .$$
The expansions fail when $\Delta\lesssim\Gamma$; the two-amplitude formula then still holds, but the peaks merge.

**(g) Evaluate the shifts for the Lyman-$\alpha$ line of $^4$He$^+$, and state in what sense the line has a centre.**

*Solution.* The $^4$He nucleus has no spin, so there is no hyperfine structure. All frequencies are $\omega/2\pi$, with infinite nuclear mass. For $Z=2$, $\nu_0=9.86953\times10^{15}$ Hz, $d=3.15791\times10^{-30}$ C m, and $\Gamma=1.00293\times10^{10}$ s$^{-1}$, or $\Gamma/2\pi=1.59621\times10^9$ Hz. Then
$$s=\frac{(1.59621\times10^9)^2}{4\times9.86953\times10^{15}}\ \text{Hz}=64.54\ \text{Hz},$$
a fraction $4.04\times10^{-8}$ of the width. Without spin, the pole lies $64.54\times(-0.09461)=-6.1$ Hz from the pole of $K$. Relative to its real part, the maximum of $\sigma$ is at $-64.54\times0.90539=-58.4$ Hz, the maximum at fixed intensity at $-58.43-32.27=-90.7$ Hz, and the half-maximum midpoint at $-116.9$ Hz. For $Z=1$ the factor $Z^6=64$ reduces these to $s=1.008$ Hz and $-0.913$, $-1.417$, $-1.826$ Hz. The formulas of (f) are not applied to hydrogen, whose $2p$ hyperfine splittings are roughly tens of MHz and so lie inside the width of $10^8$ Hz, and whose $1s$ level is split by about 1.4 GHz, which opens a second final channel.

The Dirac energies give $\Delta=1.75212\times10^{11}$ Hz; the leading term $-\frac{(Z\alpha)^4mc^2}{2n^3}\frac1{j+1/2}$ at $n=2$ gives $\hbar\Delta=\frac1{16}(1-\frac12)(Z\alpha)^4mc^2=(Z\alpha)^4mc^2/32$. The anomalous magnetic moment, omitted here, changes $\Delta$ at relative order $\alpha/\pi$, a few parts in a thousand, and $\Delta^{-3}$ by three times as much, so that $\Gamma^4/8\Delta^3$ below is physically uncertain by about 1 Hz; further digits serve only to compare formula and numerics within the model. The channel $2p_{3/2}\to2s+\gamma$ is now open with a branching of order $10^{-13}$ ($9\times10^{-14}$ if $2s$ is taken degenerate with $2p_{1/2}$) and is negligible. Then
$$\frac{\Gamma^2}{4\Delta}=\frac{(1.59621\times10^9)^2}{4\times1.75212\times10^{11}}\ \text{Hz}=3.635\times10^6\ \text{Hz},$$
a fraction $0.00228$ of the width, and $\Gamma^4/8\Delta^3=150.9$ Hz. At $\theta=0$, $P_2=1$ and $5-3\cos^2\theta=2$, so the maxima move by $+3.6\times10^6$ Hz and $-3.6\times10^6$ Hz and the splitting appears smaller by $7.3\times10^6$ Hz (7.3 MHz). At $\theta=90^\circ$, $P_2=-\frac12$ and the denominator is 5, so the shifts are $-\frac12\times3.635\times10^6=-1.8\times10^6$ Hz and $+\frac15\times3.635\times10^6=+7.3\times10^5$ Hz, and the splitting appears larger by $2.5\times10^6$ Hz (2.5 MHz). In the total cross section the shifts from the $K$ poles are $150.9-64.5=86$ Hz and $-37.7-64.5=-102$ Hz; numerical maximization gives $86.31$ Hz and $-102.3$ Hz. Since $dP_2/d\theta=-3\sin\theta\cos\theta=-\sqrt2$ at the magic angle, a misalignment of $86/(1.41\times3.635\times10^6)=1.7\times10^{-5}$ rad already produces a $2p_{1/2}$ shift as large as that residue. At this level the dipole model no longer describes the real ion at the magic angle. The coupling of the electron spin to the gradient of the magnetic field gives $1s$–$2p_{3/2}$ a magnetic-quadrupole amplitude of relative order $\hbar\omega_0/2mc^2=4\times10^{-5}$, which enters multiplied by $\Gamma^2/4\Delta$. For a detector at the magic angle from $\boldsymbol\epsilon$ it moves the $2p_{1/2}$ maximum by up to about $\pm73$ Hz and the $2p_{3/2}$ maximum by half as much, depending on the azimuth about $\boldsymbol\epsilon$; the shift vanishes when the detector is also at the magic angle from the incident beam. The total cross section, in which different $J$ do not interfere, keeps the values above.

The statement that nonresonant terms limit the meaning of a line centre therefore holds for quantities read off the profile, not for the level. The complex pole is fixed by the propagator alone. A maximum or midpoint differs from its real part in general by terms of order $\Gamma^2$ divided by a level distance or by $\omega_0$, with a coefficient that depends on the definition of the centre, the normalization of the incident light and the geometry of detection. Where the $\Gamma^2/\Delta$ term vanishes, in the total cross section or (within the dipole model) at the magic angle, the neighbouring fine-structure level still moves the maximum at order $\Gamma^4/\Delta^3$, which for the $2p_{1/2}$ line of He$^+$ (151 Hz) exceeds $s$. A real energy assigned by theory also needs a convention at order $\alpha^2(Z\alpha)^6mc^2$, because the pole of $K$ and the real part of the complex pole differ by $s(C-3)$. Recovering the pole from data requires a correction for the asymmetry of the profile. The shift can be computed from the amplitude of the specific process, or the asymmetry can be taken from the data. For the isolated level of part (e) the profile is, to first order, a Lorentzian about the real part of the pole times $1+ax'$, with $x'$ counted from there. Its maximum lies at $a\Gamma^2/8$ and its half-maximum midpoint at $a\Gamma^2/4$, so $2x_{\max}-x_{\rm mid}$ gives the real part of the pole to order $s$ without knowledge of $a$. With fine structure this combination still removes the $\Gamma^2/\Delta$ shift, but not the terms of order $\Gamma^4/\Delta^3$, because the neighbour's tail adds a sloping background instead of a factor $1+ax'$. In the total cross section this background moves the $2p_{1/2}$ maximum by $\Gamma^4/8\Delta^3$ and the midpoint by $\Gamma^4/2\Delta^3$, so the combination misses the pole by $-\Gamma^4/4\Delta^3$, about $-302$ Hz for He$^+$. There the neighbour's tail must be included in the fitted profile. The results assume one photon at a time and an ion at rest, so saturation, Doppler and recoil shifts are outside them. For levels with several decay channels $K$ becomes a matrix, the bound argument of part (e) no longer applies, and the shift must be derived for the detected channel.

## Computed values

```
model (unit u): levels 1.0 1.5 c^2 0.004 0.006 F = w^3 exp(-w^2)
Born radius at detuning 0.05 u = 0.2925 
Born radius at detuning 0.001 u = 2.251 
max |S_box - S_Dyson| = 6.7e-12 
model eta at peak = 0.01378 
diagonal-only |S|-1 at peak - Gam/2 = 0.02733 
diagonal-only |S|-1 at peak = 0.0009317 
diagonal-only |S|-1 at peak + Gam/2 = -0.02813 
pole residual ratio on halving c^2, full = 8.135 
same, off-diagonal term dropped = 4.039 
model peak of sin^2 = 0.99786294 u
model Gam = 0.00941181 u
model b = 0.00916515 
model Re pole - peak = 4.31536e-05 u
model b Gam/2 = 4.31303e-05 u
d^2 = 0.554929 (e a0/Z)^2
alpha_nr = 4.2994236 4 pi eps0 a0^3/Z^4
  counter-rotating part = 1.1979296 4 pi eps0 a0^3/Z^4
C = 2.9053878 
C-3 from velocity gauge = -0.0946122 
Z=1 nu0 = 2.46738e+15 Hz
Z=1 Gam/2pi = 9.97633e+07 Hz
Z=1 s = 1.00843 Hz
Z=1 Re pole - K pole = -0.0954097 Hz
Z=1 max of sigma - Re pole = -0.91302 Hz
Z=1 max of sigma/omega - Re pole = -1.41723 Hz
Z=1 half-max midpoint - Re pole = -1.82604 Hz
Z=2 nu0 = 9.86953e+15 Hz
Z=2 Gam/2pi = 1.59621e+09 Hz
Z=2 s = 64.5395 Hz
Z=2 Re pole - K pole = -6.10622 Hz
Z=2 max of sigma - Re pole = -58.4333 Hz
Z=2 max of sigma/omega - Re pole = -90.703 Hz
Z=2 half-max midpoint - Re pole = -116.867 Hz
Z=2 b = -7.65089e-09 
Z=2 dipole d = 3.15791e-30 C m
Z=2 decay rate Gam = 1.00293e+10 1/s
Z=2 peak sigma 6 pi/k^2 (spinless) = 4.40545e-16 m^2
He+ Del/2pi (Dirac) = 1.75212e+11 Hz
He+ branching 2p3/2 -> 2s = 9.1e-14 
He+ Gam^2/(4 Del) = 3.63545e+06 Hz
He+ Gam^4/(8 Del^3) = 150.863 Hz
He+ th=0 deg 2p1/2 max - K pole = 3.6355e+06 Hz
He+ th=0 deg 2p3/2 max - K pole = -3.6356e+06 Hz
He+ th=0 deg apparent splitting - Del = -7.2711e+06 Hz
He+ th=90 deg 2p1/2 max - K pole = -1.8174e+06 Hz
He+ th=90 deg 2p3/2 max - K pole = 7.2694e+05 Hz
He+ th=90 deg apparent splitting - Del = 2.5443e+06 Hz
magic angle = 54.736 deg
He+ total/magic 2p1/2 max - K pole = 86.31 Hz
He+ total/magic 2p3/2 max - K pole = -102.3 Hz
He+ Gam^2/(4 Del) over Gam = 0.002278 
He+ s over Gam = 4.043e-08
```
